\section*{Intrinsic Transit Frequency of a 20 nm Channel and Its First Correction}

\section{A small error where a large one was possible}

A channel 20 nm long, crossed by electrons at $2\times10^{7}$ cm/s, has a transit time of 100 fs. Its low-frequency current gain, extended as a straight $1/f$ line, reaches unity at 1.592 THz. The actual gain of the same idealized channel reaches unity at 1.667 THz. The extrapolation is low by only 4.5\% of the true crossing, although the signal there changes appreciably while an electron is in transit.

The expansion parameter is $\theta=\omega\tau$, where $\omega=2\pi f$ and $\tau$ is the transit time. At the extrapolated crossing $\theta=1$, which is not small. The accuracy must therefore come from the coefficient of the first correction.

The model is a field-effect channel of length $L$ under these assumptions:
\begin{itemize}
\item all mobile charge moves from source to drain at one constant speed $v$;
\item all its image charge lies on the gate;
\item the drain voltage carries no signal;
\item fringing fields and series resistances are absent.
\end{itemize}
Currents and charges are magnitudes per unit gate width, and signals vary as $e^{i\omega t}$.

\section{Leading order: charge control}

In steady state the current $I$ is the same at every $x$. The charge per unit area is $I/v$, so the channel charge is
\begin{equation}
Q=\int_0^L \frac{I}{v}\,dx=I\tau,\qquad \tau=\frac{L}{v}.
\end{equation}
Let the gate voltage $V$ change slowly. With transconductance $g_m=dI/dV$ and gate capacitance $C=dQ/dV$,
\begin{equation}
\frac{C}{g_m}=\frac{dQ/dV}{dI/dV}=\frac{dQ}{dI}=\tau .
\label{eq:delay}
\end{equation}
The last equality uses a speed that does not depend on $I$. A gate signal $V_1$ produces drain current $i_d=g_mV_1$ and gate current $i_g=i\omega CV_1$. Hence
\begin{equation}
\left|\frac{i_d}{i_g}\right|=\frac{g_m}{\omega C}=\frac{1}{\omega\tau}.
\end{equation}
The transit frequency $f_T$ is where this line equals one:
\begin{equation}
f_T=\frac{1}{2\pi\tau}=\frac{v}{2\pi L}
=\frac{1}{2\pi(100\ \mathrm{fs})}=1.592\ \mathrm{THz}.
\end{equation}

The capacitance cancels from $f_T$ but sets the size of $g_m$. For $C/L=2.5\ \mu\mathrm{F/cm^2}$, the capacitance is 0.5 fF/$\mu$m and $g_m=(C/L)v=5$ mS/$\mu$m. Their ratio is again 100 fs.

\section{The first correction}

At finite frequency the current depends on position. Let $\sigma$ be the signal part of the charge per unit area, and $i(x)=v\sigma(x)$ the signal current. Charge conservation gives
\begin{equation}
i\omega\sigma+v\frac{d\sigma}{dx}=0
\quad\Longrightarrow\quad
i(x)=i_s e^{-i\omega x/v},
\end{equation}
where $i_s$ is the current injected at the source. The drain current is $i_d=i_se^{-i\theta}$. The gate supplies the image of the changing channel charge:
\begin{equation}
i_g=i\omega\int_0^L\frac{i(x)}{v}\,dx
=i_s\left(1-e^{-i\theta}\right).
\end{equation}
Taking out the phase at mid-channel,
\begin{equation}
1-e^{-i\theta}=e^{-i\theta/2}\left(e^{i\theta/2}-e^{-i\theta/2}\right)
=2i\,e^{-i\theta/2}\sin\frac{\theta}{2},
\end{equation}
so that, for $0<\theta<2\pi$,
\begin{equation}
\left|\frac{i_d}{i_g}\right|=\frac{1}{2\sin(\theta/2)}.
\label{eq:gain}
\end{equation}
Direct numerical integration of the continuity equation at $\theta=0.3$, 1 and 1.8 agreed with this gain to within one part in $10^5$.

For small $\theta$,
\begin{align}
2\sin\frac{\theta}{2}
&=2\left[\frac{\theta}{2}-\frac{1}{6}\left(\frac{\theta}{2}\right)^3+O(\theta^5)\right]
=\theta\left[1-\frac{\theta^2}{24}+O(\theta^4)\right],\\
\left|\frac{i_d}{i_g}\right|
&=\frac{1}{\theta}\left[1+\frac{\theta^2}{24}+O(\theta^4)\right].
\end{align}
There is no relative correction of order $\theta$. Measured from mid-channel, the phase is odd in position, so its linear contributions from the two halves cancel in the integrated charge. The quadratic term survives with the small coefficient $1/24$.

To correct the crossing, set $\theta=1+\delta$ in $\theta-\theta^3/24=1$. To first order in the small coefficient, $\theta^3$ may be replaced by one:
\begin{equation}
\delta\simeq\frac{1}{24},\qquad
f_{\rm unity}\simeq\frac{25}{24}f_T=1.658\ \mathrm{THz}.
\end{equation}
The full condition is $\sin(\theta/2)=1/2$. Its first solution is $\theta=\pi/3$, or
\begin{equation}
f_{\rm unity}=\frac{1}{6\tau}=1.667\ \mathrm{THz}.
\end{equation}
One correction therefore reduces the error from 4.5\% to about 0.5\% of the true crossing.

Equation~\eqref{eq:gain} diverges at $\theta=2\pi$, when one signal period fits into the transit and the net signal charge vanishes. A continuous spread of transit times removes this perfect cancellation, so the formula should not be trusted there for real carriers.

\section{A second case: ballistic electrons with a thermal spread}

Is $2\times10^7$ cm/s a reasonable speed? Consider ballistic electrons at the source, filling only states with $k_x>0$. Take $g_v$ equivalent valleys with isotropic in-plane mass $m$, and let $\eta$ be the Fermi level above the subband edge divided by $kT$. With two spins and $k\,dk=m\,dE/\hbar^2$, the density is
\begin{equation}
n=\frac{2g_v}{(2\pi)^2}\,\pi\int f\,k\,dk
=\frac{g_v m kT}{2\pi\hbar^2}F_0(\eta),\qquad F_0=\ln(1+e^\eta).
\end{equation}
For the particle flux $J$, the angular integral of $\cos\alpha$ over the half plane is 2, and the speed is $\sqrt{2E/m}$:
\begin{equation}
J=\frac{g_v}{\pi^2\hbar^2}\sqrt{2m}\,(kT)^{3/2}\frac{\sqrt\pi}{2}F_{1/2}(\eta),
\quad
F_{1/2}=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt{\epsilon}\,d\epsilon}{1+e^{\epsilon-\eta}}.
\end{equation}
Division gives the injection velocity
\begin{equation}
v_{\rm inj}=\frac{J}{n}=\sqrt{\frac{2kT}{\pi m}}\;\frac{F_{1/2}(\eta)}{F_0(\eta)}.
\end{equation}

For silicon take $g_v=2$, $m=0.19$ electron masses, $n=10^{13}$ cm$^{-2}$ and 300 K. Then $\eta=4.87$ and $v_{\rm inj}=2.16\times10^7$ cm/s, close to the assumed speed. This takes the band as parabolic. The electrons fill it to more than 0.1 eV, where the nonparabolicity of silicon would lower the speed by about 7\% (for a nonparabolicity parameter of 0.5 eV$^{-1}$), or by roughly 10\% once the confinement energy is counted. At 360 K and the same density it is $2.20\times10^7$ cm/s, so temperature matters little at this density, where the electrons are degenerate. In the dilute limit the velocity would instead grow as $\sqrt{T}$.

The valley structure matters more. Adding the four other valleys 0.1 eV higher, with their anisotropic masses and the total density unchanged, lowers the result to $1.53\times10^7$ cm/s. Here the lowest pair still holds about 65\% of the electrons. The assumed speed thus needs nearly all electrons in the lowest subband of the lowest valley pair. The second subband of that pair, omitted here, typically lies near the higher valleys and also lowers the speed.

A ballistic velocity that rises with density also changes the delay. If the density is uniform along the channel, $Q=qnL$ and $I=qJ$, so
\begin{equation}
\frac{dQ}{dI}=\frac{L}{dJ/dn}.
\end{equation}
In the dilute limit $F_0$ and $F_{1/2}$ both tend to $e^\eta$. Then $J\propto n$, and $dJ/dn=J/n$. In the strongly degenerate limit $F_0\to\eta$ and $F_{1/2}\propto\eta^{3/2}$. Then $J\propto n^{3/2}$, and $dJ/dn=\tfrac32J/n$. The example lies between these limits, with ratio 1.405. If $2\times10^7$ cm/s denotes $J/n$, the extrapolated frequency becomes $1.405\times1.592=2.24$ THz. This increase belongs to the single valley pair. With the four higher valleys included 0.1 eV up, the ratio is 1.04, because about 60\% of the added electrons enter those valleys. It depends on the assumed splitting and rises to 1.27 for 0.2 eV.

The electrons added by the signal also have different transit times $t$. Let $\phi=\langle e^{-i\omega t}\rangle$ be their flux-weighted average. Then $i_d=\phi i_s$ and $i_g=(1-\phi)i_s$, and unity gain requires
\begin{equation}
|\phi|^2=|1-\phi|^2=1-2\,\mathrm{Re}\,\phi+|\phi|^2
\quad\Longrightarrow\quad \mathrm{Re}\,\phi=\frac12 .
\end{equation}
A single transit time gives $\cos\theta=1/2$, as before. For the one-ladder distribution above, the true crossing is 1.14 times the extrapolated one, against 1.047 without spread at the same mean delay.

The simple $\theta^2$ correction cannot be carried over. For small forward velocity $v_x$ the flux weight is proportional to $v_x$, while $t^2\propto v_x^{-2}$. The second moment therefore contains $\int dv_x/v_x$, which diverges logarithmically at low velocity. The third moment diverges more strongly, and the leading relative correction to the gain becomes linear in $\theta$, now defined with the mean delay.

\section{What ``average velocity'' means}

If a fixed velocity profile $v(x)$ replaces the constant speed, the delay is $\int dx/v(x)$. The average that belongs in $f_T$ is
\begin{equation}
\bar v=\frac{L}{\int_0^L dx/v(x)},
\end{equation}
the average over time, not over position.

Suppose a uniform field accelerates electrons from $v$ to $v_1$ over the last length $l$. With acceleration $a=(v_1^2-v^2)/(2l)$, that section takes
\begin{equation}
t_l=\frac{v_1-v}{a}=\frac{2l}{v+v_1}.
\end{equation}
For a 0.7 V drop, a parabolic band and no collisions, $v_1=1.16\times10^8$ cm/s. If the drop occupies the last 5 nm, the delay is $75+7.4\simeq82$ fs and $f_T=1.93$ THz. If it occupies all 20 nm, $\bar v=6.78\times10^7$ cm/s and $f_T=5.39$ THz. The spatial mean, $7.90\times10^7$ cm/s, would overstate that frequency by 17\%.

The speeds in these cases are too high for silicon, because a parabolic band without collisions is a poor description of electrons at such energies. Another omission acts the other way: in so short a channel, source and drain take part of the image charge, which reduces the gate current. The frequencies are therefore illustrations, not bounds. They do show that 1.6 THz belongs to the assumed average velocity and is not a universal ceiling.

\section{Scattering and the complete transistor}

Now let carriers move at speed $v$ in either direction and reverse after a mean free path $\lambda$. Let $F_+$ and $F_-$ be the forward and backward fluxes. Without a field, both obey
\begin{equation}
\frac{dF_\pm}{dx}=-\frac{F_+-F_-}{\lambda}=-\frac{J}{\lambda},
\end{equation}
where the net flux $J=F_+-F_-$ is constant. An absorbing drain sets $F_-(L)=0$, so $F_-=J(L-x)/\lambda$. The density is $(F_++F_-)/v=(J+2F_-)/v$, and the delay becomes
\begin{equation}
\tau_s=\frac{1}{J}\int_0^L\frac{J+2F_-}{v}\,dx
=\frac{L}{v}\left(1+\frac{L}{\lambda}\right).
\end{equation}
For $\lambda=15$ nm this is $100(1+20/15)=233$ fs, giving $f_T=0.682$ THz. A random-walk simulation with the same inputs also gave 233 fs. The estimate is pessimistic, since a drain field would sweep carriers forward. It also applies only if $v$ is the speed between reversals. If $2\times10^7$ cm/s already includes scattering, this factor would count it twice.

For parasitics, let $R=R_s+R_d$ be the total series resistance and $g_{ds}$ the output conductance. Let $v_{gs}$, $v_{gd}$ and $v_{ds}$ be the signal voltages inside the resistances. To leading order in $\omega$,
\begin{align}
i_d&=g_mv_{gs}+g_{ds}v_{ds},\quad v_{ds}=-Ri_d
\quad\Longrightarrow\quad v_{gs}=\frac{1+g_{ds}R}{g_m}\,i_d,\\
i_g&=i\omega\left(C_{gs}v_{gs}+C_{gd}v_{gd}\right),
\quad v_{gd}=v_{gs}+Ri_d .
\end{align}
Eliminating the voltages gives
\begin{equation}
\frac{1}{2\pi f_T}
=\frac{(C_{gs}+C_{gd})(1+g_{ds}R)}{g_m}+C_{gd}R .
\end{equation}
Take 0.2 fF/$\mu$m of fringing capacitance and 75 $\Omega\,\mu$m on each side, with $g_{ds}=0.5$ mS/$\mu$m. Assigning the intrinsic capacitance to $C_{gs}$ gives $C_{gs}=0.7$ and $C_{gd}=0.2$ fF/$\mu$m. The delay is
\begin{equation}
\frac{0.9\times1.075}{5}\ \mathrm{ps}+0.03\ \mathrm{ps}=0.224\ \mathrm{ps},
\end{equation}
or $f_T=0.712$ THz. With the scattering delay as well, $g_m$ falls to 2.14 mS/$\mu$m and $f_T$ to 0.331 THz.

The density, capacitances, resistances, mean free path and drain voltage are rough values for a short silicon n-channel transistor. The ideal 5 mS/$\mu$m is high for such a device. Fast silicon transistors have transit frequencies of roughly a few hundred gigahertz, the range reached here once scattering and parasitics are both included. With inputs this rough, that agreement does not confirm the model. Scattering and parasitics together lower the intrinsic estimate by a factor of about 4.8. Source--drain tunnelling is a separate question, estimated here for a channel turned off. For thermal electrons meeting a square barrier 0.3 eV high and 20 nm long, the semiclassical formula makes the tunnelling current about 1\% as large as the current passing over the top. Most of that comes from energies within 1 meV of the top, where the formula fails for a square barrier; the exact transmission gives about 0.1\%. The result depends strongly on the barrier's shape: an inverted parabola of the same height and base length gives about 40\%. None of these numbers should be carried over to a real device. The mean field, 0.35 MV/cm, is comparable to the breakdown field of lightly doped bulk silicon, and it is 1.4 MV/cm if the drop occupies only 5 nm. But the 0.7 eV gained from the drain voltage is only about 0.63 of the band gap. That argues against strong pair creation by typical electrons, though it does not exclude it for the energetic tail. The numerical output lists the values for the main cases.

\section*{Computed values}
\begin{verbatim}
Channel length: 20 nm
Assumed average velocity: 2e+07 cm/s
Transit time: 100 fs
Intrinsic transit frequency: 1.592 THz
True unity-gain frequency, one velocity: 1.667 THz
True/extrapolated frequency, one velocity: 1.047
Temperature: 300 K
Sheet density (rough): 1e+13 cm^-2
Transverse mass (rough): 0.19 electron masses
Longitudinal mass (rough): 0.92 electron masses
Reduced Fermi level eta, one ladder: 4.866
Injection velocity, one ladder: 2.16e+07 cm/s
Ladder splitting (rough): 0.1 eV
Injection velocity, two ladders: 1.53e+07 cm/s
Warmer temperature of use: 360 K
Injection velocity when warm, one ladder: 2.2e+07 cm/s
Differential velocity, one ladder: 3.03e+07 cm/s
Differential/average velocity ratio: 1.405
f_T with that ratio applied to assumed v: 2.24 THz
True/extrapolated frequency with time spread: 1.14
Drain voltage (rough): 0.7 V
Parabolic collisionless exit velocity: 1.16e+08 cm/s
f_T, acceleration over last 5 nm: 1.93 THz
f_T, acceleration over all 20 nm: 5.39 THz
Time-average velocity, 20 nm case: 6.78e+07 cm/s
Spatial-mean velocity, 20 nm case: 7.9e+07 cm/s
Mean free path (rough): 15 nm
Transit delay with scattering: 233.3 fs
Random-walk delay: 233.3 fs
f_T with scattering only: 0.682 THz
Gate capacitance per area (rough): 2.5 uF/cm2
Intrinsic gate capacitance: 0.5 fF/um
Intrinsic transconductance: 5 mS/um
Fringing capacitance per side (rough): 0.2 fF/um
Series resistance per side (rough): 75 ohm um
Output conductance (rough): 0.5 mS/um
f_T with parasitics only: 0.712 THz
Transconductance with scattering: 2.14 mS/um
f_T with scattering and parasitics: 0.331 THz
Source-drain barrier for tunnelling test: 0.3 eV
Tunnelling/over-barrier current: 0.01
Mean channel field: 0.35 MV/cm
Band gap (rough): 1.12 eV
Drain energy/band gap: 0.625
\end{verbatim}
